\section*{Why dropping cumulants creates false intruders in NEVPT2}

\section*{The question}

NEVPT2 uses Dyall's zeroth-order Hamiltonian, which keeps the electron repulsion inside the active space, and its energy denominators are normally well separated from zero. Why can they pass through zero when the highest density matrices are rebuilt from lower ones by dropping cumulants, even if the dropped cumulant is small?

\section*{Mechanism: a cancellation that the approximation breaks}

Consider the class of perturbers in which one electron leaves the active space for a virtual orbital $r$. Orbitals are real. The reference $\Psi$ is a normalized singlet eigenstate of the active Hamiltonian $H$, with $N$ active electrons and energy $E_0$. For one spin the perturbers are
\begin{equation}
a^\dagger_{r\alpha}X_\mu\Psi,\qquad X_{abc}=a_{a\alpha}E_{bc},\qquad
E_{bc}=\sum_\tau a^\dagger_{b\tau}a_{c\tau},
\end{equation}
where $a,b,c$ are active and $\mu$ stands for $abc$. The other spin gives the same energy, hence a factor 2 below. The metric and the Koopmans matrix are
\begin{equation}
S_{\mu\nu}=\langle X_\mu^\dagger X_\nu\rangle,\qquad
K_{\mu\nu}=\langle X_\mu^\dagger[H,X_\nu]\rangle .
\end{equation}
Because $H\Psi=E_0\Psi$, the second term of the commutator gives $-E_0$:
\begin{equation}
K_{\mu\nu}=\langle X_\mu^\dagger HX_\nu\rangle-\langle X_\mu^\dagger X_\nu H\rangle
=\langle X_\mu\Psi|(H-E_0)|X_\nu\Psi\rangle .
\end{equation}

Dyall's Hamiltonian adds the orbital energy $\varepsilon_r$ of the electron in $r$, so the matrix to be inverted is $K+\varepsilon_rS$. The state $X_v\Psi$, with $X_v=\sum_\mu v_\mu X_\mu$, has $N-1$ active electrons. Its mean energy is at least the lowest energy in that sector. With $I=E_0(N-1)-E_0(N)$,
\begin{equation}
v^{T}(K+\varepsilon_rS)v\ \ge\ (I+\varepsilon_r)\,v^{T}Sv .
\label{eq:bound}
\end{equation}
If $I+\varepsilon_r>0$, this class has no intruder. If $X_v\Psi=0$, then $Sv=0$ and also $Kv=0$. If $X_v\Psi$ is merely short, $v^TKv$ is correspondingly small: its magnitude cannot exceed $v^TSv$ times the largest distance of an $(N-1)$-electron energy from $E_0$.

Expressed through densities, this smallness is a cancellation between many terms, some containing the four-particle cumulant. Dropping that cumulant removes part of the sum and leaves the rest uncompensated. The remainder need not shrink with the norm of $X_v\Psi$, and it may have either sign. Division by the norm then turns a small error into a large energy.

\section*{Which densities enter}

$X$ contains at most three creation and annihilation operators, so $X^\dagger X$ has at most six and $S$ needs densities up to $\gamma_3$. In $[H,X]$ at least one pair of operators is contracted, leaving at most $4+3-2=5$. With $X^\dagger$ there are at most eight, so $K$ needs $\gamma_4$. Without the commutator, $X^\dagger HX$ would have ten and would need $\gamma_5$.

For ordered sets of spin orbitals,
\begin{equation}
\gamma_k[I,J]=\langle a^\dagger_{i_1}\cdots a^\dagger_{i_k}a_{j_k}\cdots a_{j_1}\rangle .
\end{equation}
Let a product of such matrices mean the sum over all ways of dividing $I$ and $J$ between the factors, with the permutation signs. The cumulants $\lambda_k$ are defined by $\gamma=\exp\lambda$ in this product. Collecting terms by particle number gives
\begin{align}
\gamma_1&=\lambda_1,\qquad \gamma_2=\tfrac12\lambda_1^2+\lambda_2,\\
\gamma_3&=\tfrac16\lambda_1^3+\lambda_1\lambda_2+\lambda_3,\\
\gamma_4&=\tfrac1{24}\lambda_1^4+\tfrac12\lambda_1^2\lambda_2
+\tfrac12\lambda_2^2+\lambda_1\lambda_3+\lambda_4 .
\end{align}
The factor $\frac12$ in $\lambda_2^2$, for example, is the second-order coefficient of the exponential; in $\lambda_1^2\lambda_2$ it is $\frac1{3!}$ times the three positions of $\lambda_2$.

Now set $\lambda_4=0$ but keep the correct $\gamma_3$. $S$ is unchanged. Each operator $X_\mu^\dagger[H,X_\nu]$ is brought to normal order, and only its four-body part, with coefficients $\kappa^{\mu\nu}_{IJ}$, changes its expectation value:
\begin{equation}
K'=K+\delta K,\qquad
\delta K_{\mu\nu}=-\sum_{IJ}\kappa^{\mu\nu}_{IJ}\,\lambda_4[I,J].
\end{equation}
The approximate functional no longer belongs to an eigenstate, so $K'$ need not come out symmetric; its symmetric part is used.

\section*{Formula: the error is divided by the metric}

Let $Su_i=s_iu_i$ with orthonormal $u_i$, and keep the directions with $s_i>\tau$. The vectors $t_i=u_i/\sqrt{s_i}$ satisfy $t_i^TSt_j=\delta_{ij}$. In this basis
\begin{equation}
\widetilde K'_{ij}=\widetilde K_{ij}+\frac{u_i^T\delta K\,u_j}{\sqrt{s_is_j}} .
\label{eq:amp}
\end{equation}
The diagonal error is $u_i^T\delta K\,u_i/s_i$. A sufficient condition for a negative denominator is that, for some $i$,
\begin{equation}
\frac{u_i^T\delta K\,u_i}{s_i}<-(\widetilde K_{ii}+\varepsilon_r),
\end{equation}
since the lowest eigenvalue of a symmetric matrix lies at or below each diagonal element.

There is also a safe side. A unit vector $y$ in the kept space corresponds to $v=\sum_iy_it_i$, whose squared length is $\sum_iy_i^2/s_i<1/\tau$. Hence $|v^T\delta K\,v|\le\|\delta K\|/\tau$, and by (\ref{eq:bound}) all denominators stay positive if
\begin{equation}
\tau>\frac{\|\delta K\|}{I+\varepsilon_r}.
\end{equation}
A small metric eigenvalue is therefore an amplifier and not a sufficient cause: the error must also be large enough and have the wrong sign. Conversely, if all kept $s_i$ exceed $\tau$, definiteness can be lost only when $\|\delta K\|\ge\tau(I+\varepsilon_r)$: the larger the kept $s_i$, the larger the error that is needed.

To see what happens to the energy, the coupling is needed. The part of the full Hamiltonian that moves an $\alpha$ electron into $r$ is
\begin{equation}
a^\dagger_{r\alpha}\Big[\sum_a h_{ra}a_{a\alpha}+\sum_{abc}(ra|bc)\,E_{bc}a_{a\alpha}\Big],
\end{equation}
where $h$ includes the core field. The $\frac12$ of the repulsion has been cancelled by the two places that $r$ can take. Using $E_{bc}a_{a\alpha}=a_{a\alpha}E_{bc}-\delta_{ab}a_{c\alpha}$ and $a_{a\alpha}\Psi=N^{-1}\sum_bX_{abb}\Psi$, the bracket acting on $\Psi$ becomes $\sum_\mu w_{r\mu}X_\mu\Psi$ with
\begin{equation}
w_{r,abc}=(ra|bc)+\frac{\delta_{bc}}{N}\Big[h_{ra}-\sum_d(rd|da)\Big].
\end{equation}
The first-order coefficients $c$ make stationary
\begin{equation}
J_r[c]=2c^TSw_r+c^T(K+\varepsilon_rS)c .
\end{equation}
Setting the derivative to zero gives $(K+\varepsilon_rS)c=-Sw_r$, and inserting this gives $J_r=c^TSw_r$. Let $\widetilde K$ have eigenvalues $\mu_i$ and orthonormal eigenvectors $z_i$, and let $g_{ri}=\sum_jz_{ji}\,t_j^TSw_r$. Then
\begin{equation}
E=-2\sum_r\sum_i\frac{g_{ri}^2}{\varepsilon_r+\mu_i}.
\label{eq:energy}
\end{equation}
With exact densities the stationary point is a minimum, so $E$ cannot fall below the value obtained in the complete $(N-1)$-electron space. With approximate densities this bound is no longer guaranteed, even if all denominators are positive. With an indefinite matrix the stationary point is not even a minimum but a saddle.

Equation (\ref{eq:energy}) distinguishes three cases. A zero denominator with $g_{ri}\neq0$ is a pole. With $g_{ri}=0$ it has no effect on the energy. A very large negative denominator contributes a small positive term: the direction is nearly switched off. The size of the most negative denominator is therefore no measure of the energy error.

\section*{Number: nitrogen with six active orbitals}

Take N$_2$ at 1.40~\AA, CASSCF(6,6)/6-31G, with the six valence orbitals derived from $2p$ active. This treats one perturber class in a small basis; it is not a full NEVPT2 energy. The largest element of $\lambda_4$ is 0.0147. Of the 216 operators $X_\mu$, 202 independent directions have $s>10^{-8}$, with $s$ running from 13.5 down to $1.0\times10^{-6}$.

With exact densities the lowest denominator is
\begin{equation}
I+\varepsilon_r=0.5681+0.7781=1.3461\ E_{\mathrm h}
\end{equation}
(the summands are rounded; this combination does not couple, and the lowest coupled denominator is $1.46\,E_{\mathrm h}$), and the class energy is $-0.008153\,E_{\mathrm h}$, equal to the uncontracted value to the digits given.

Without $\lambda_4$ the lowest denominator is about $-6200\,E_{\mathrm h}$. Equation (\ref{eq:amp}) explains the size. The diagonal elements $u_i^T\delta K\,u_i$ have both signs. They lie between $-6.3\times10^{-3}$ and $+1.15\times10^{-2}\,E_{\mathrm h}$ among directions with $s>0.1$, and still between $-9.45\times10^{-3}$ and $+9.83\times10^{-3}\,E_{\mathrm h}$ among those with $s<10^{-5}$. The raw error has hardly changed, but after division by $s$ the most negative values are $-0.05$ and $-2.8\times10^{3}\,E_{\mathrm h}$, and 40 directions meet the sufficient condition for a negative denominator. The intruder vector has a geometric mean $s$ of $2.4\times10^{-6}$, and
\begin{equation}
(-6200\,E_{\mathrm h})(2.4\times10^{-6})\approx-0.015\,E_{\mathrm h},
\end{equation}
which is an estimate, and agrees with the raw error in order of magnitude.

The cause can be isolated by placing the error in one part of the metric at a time. Kept only within the 101 directions of larger $s$, it leaves the lowest denominator at $1.349\,E_{\mathrm h}$. Kept only within the 101 of smaller $s$, it gives about $-6200\,E_{\mathrm h}$ again. In this molecule the small-metric directions are responsible.

Very little of the cumulant has to be missing. Write $A=\widetilde K+\varepsilon_r$ for the lowest virtual orbital, let $B$ be the error term in (\ref{eq:amp}), and remove a fraction $x$ of $\lambda_4$. From
\begin{equation}
A+xB=A^{1/2}\big(1+xA^{-1/2}BA^{-1/2}\big)A^{1/2}
\end{equation}
the first zero denominator occurs at $x_c=-1/\lambda_{\min}(A^{-1/2}BA^{-1/2})$, where $\lambda_{\min}$ is the lowest eigenvalue. Here $x_c=4.2\times10^{-4}$, which changes no element of $\gamma_4$ by more than $0.0147\times4.2\times10^{-4}\approx6\times10^{-6}$. The lowest denominator was tested to be positive just below $x_c$ and negative just above. This first zero does not couple to the lowest virtual orbital and leaves the energy unaffected; the first pole of the energy follows at $x=4.4\times10^{-4}$.

With $\lambda_4$ completely removed, the energy error is far smaller than the size of the denominators might suggest, as (\ref{eq:energy}) allows. This is no guarantee: between $x=0$ and $x=1$ the energy has a pole wherever a coupled denominator crosses zero. At $x=1$, with all 202 directions, the energy is $-0.008633\,E_{\mathrm h}$, 6\% larger in magnitude than the exact-density value and below its variational bound. There are 26 negative denominators with $g_{ri}^2>10^{-12}$, counted over all $r$ and counting a degenerate pair once, since for given $r$ only one combination of the pair couples (42 if both members are counted, as in the numerical output). Their terms are positive, so the excess lowering must come from terms whose denominators are still positive. With the cutoff $\tau=10^{-4}$ the energy is $-0.010043$ instead of $-0.008145\,E_{\mathrm h}$, an error of 23\%, although the lowest denominator is then a much milder $-97\,E_{\mathrm h}$.

These two percentages are not transferable; they depend on where the poles happen to lie. The discarded antisymmetric part of $\delta K$ has norm $0.024\,E_{\mathrm h}$, against $0.044\,E_{\mathrm h}$ for the symmetric part. Solving the linear equations with the unsymmetrized $K'$ gives errors of 1.0\% (all directions) and 0.4\% ($\tau=10^{-4}$), with almost the same lowest denominators. The operators $E_{bc}a_{a\alpha}$ span the same space, but give an energy 1\% smaller in magnitude with all directions, an error of 2\% at $\tau=10^{-4}$, and a lowest denominator of $-7400\,E_{\mathrm h}$. The basis matters too. In cc-pVDZ and cc-pVTZ the errors are 1.4\% and 2.4\% with all directions and 5\% and 10\% at $\tau=10^{-4}$; $I$ is 0.555 and $0.558\,E_{\mathrm h}$, the lowest $\varepsilon_r$ is 0.781 and $0.492\,E_{\mathrm h}$, and the class energy is $-0.0107$ and $-0.0146\,E_{\mathrm h}$. The mechanism is stable: the lowest denominator is $-6450$ and $-6410\,E_{\mathrm h}$, and $x_c$ is $4.2\times10^{-4}$ and $3.8\times10^{-4}$.

\section*{What a cutoff can and cannot repair}

Raising $\tau$ replaces $\widetilde K'$ by a principal submatrix, whose lowest eigenvalue cannot be lower. Here the matrix is definite for the 119 directions of largest $s$ and fails when the next one, with $s=1.2\times10^{-3}$, is added. At $\tau=10^{-3}$ the lowest denominator is $-0.21\,E_{\mathrm h}$, but no negative denominator couples and the energy is within 0.5\% of the exact-density value at the same cutoff. At $\tau=10^{-2}$ all denominators are positive. The price is the discarded part of the first-order space: even with exact densities the energy is then $-0.007902\,E_{\mathrm h}$, 3\% short of the full class energy. The point of failure shifts slightly with the basis: the matrix is definite for 120 directions in cc-pVDZ and 115 in cc-pVTZ, and the lowest denominator at $\tau=10^{-3}$ is $+0.22$ and $-0.11\,E_{\mathrm h}$.

Dropping $\lambda_3$ as well is a different kind of damage, because $S$ itself becomes wrong. For a null vector of the true metric, the approximate norm $v^TS'v$ consists entirely of error and may be negative. In the example 60 eigenvalues of $S'$ are negative, the lowest being $-0.18$. An error of this size is not confined to the smallest metric eigenvalues, and the eigenvalues of $S'$ can no longer be read as squared lengths of states. At $\tau=0.1$ the denominators are positive, but the energy is $-0.004970\,E_{\mathrm h}$ against $-0.007531\,E_{\mathrm h}$ with exact densities, an error of 34\%. At $\tau=10^{-2}$ coupled negative denominators are back, and the energy is $-0.007017\,E_{\mathrm h}$ against $-0.007902\,E_{\mathrm h}$ with exact densities, an error of 11\%. At $\tau=10^{-4}$ the energy, $-0.008235\,E_{\mathrm h}$, lies within about 1\% of the exact-density result, yet it contains coupled negative denominators. The agreement at the smaller cutoff is therefore no evidence of accuracy.

A false intruder can thus be told from a real one by its origin. For this class, a denominator below $I+\varepsilon_r$ contradicts (\ref{eq:bound}) and must come from the densities or from numerical error, not from a low-lying state of the molecule. The remaining cutoffs and intermediate fractions of $\lambda_4$ are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
N-N distance: 1.40 angstrom
CASSCF(6,6)/6-31G energy: -108.929735 Eh
virtual orbitals: 8, lowest eps_r: 0.77807 Eh
lowest active ionization energy: 0.56807 Eh
lowest exact Koopmans value: 0.56807 Eh
active orbital occupations: 1.9457 1.8482 1.8482 0.1518 0.1518 0.0542
largest |lambda3|, |lambda4| element: 0.0373, 0.0147
perturber operators: 216, directions with s > 1e-8: 202
largest, smallest kept s: 1.350e+01, 1.002e-06
uncontracted class energy: -0.008153 Eh
s range | directions | max |dK_ii| (Eh) | max |dK_ii|/s (Eh)
1e-01 to 1e+03 | 43 | 1.15e-02 | 0.049
1e-02 to 1e-01 | 32 | 3.42e-03 | 0.079
1e-03 to 1e-02 | 50 | 1.40e-02 | 6.395
1e-04 to 1e-03 | 43 | 1.14e-02 | 89.215
1e-05 to 1e-04 | 25 | 9.38e-03 | 388.685
1e-08 to 1e-05 | 9 | 9.83e-03 | 2835.795
cutoff | kept | lowest denominator exact, no lambda4 (Eh) | coupled negatives | energy exact, no lambda4 (Eh)
1e-01 | 43 | 1.3472, 1.3498 | 0 | -0.007531, -0.007543
1e-02 | 75 | 1.3470, 1.3495 | 0 | -0.007902, -0.007954
1e-03 | 125 | 1.3462, -0.2058 | 0 | -0.008092, -0.008128
1e-04 | 168 | 1.3462, -97.0032 | 22 | -0.008145, -0.010043
1e-06 | 202 | 1.3461, -6198.8073 | 42 | -0.008153, -0.008633
1e-08 | 202 | 1.3461, -6198.8073 | 42 | -0.008153, -0.008633
lowest vector: weight in smaller-s half 1.0000, geometric mean s 2.41e-06
s at the division into halves: 2.43e-03
lowest denominator, error only in larger-s half: 1.3488 Eh
lowest denominator, error only in smaller-s half: -6198.7530 Eh
definite with the 119 largest-s directions; next s: 1.181e-03
removed fraction of lambda4 at first zero denominator: 4.195e-04
removed fraction | lowest denominator (Eh) | coupled negatives | energy (Eh)
0.000e+00 | 1.3461 | 0 | -0.008153
2.098e-04 | 1.2824 | 0 | -0.008152
8.390e-04 | -2.5925 | 4 | -0.008151
1.000e-01 | -617.5225 | 20 | -0.008123
5.000e-01 | -3098.0935 | 42 | -0.008027
1.000e+00 | -6198.8073 | 42 | -0.008633
no lambda3, lambda4: lowest metric eigenvalue -1.7775e-01, number below -1e-8: 60
cutoff | kept | lowest denominator (Eh) | coupled negatives | energy (Eh)
1e-01 | 48 | 0.2301 | 0 | -0.004970
1e-02 | 100 | -1.8677 | 6 | -0.007017
1e-04 | 156 | -5.7748 | 26 | -0.008235
1e-08 | 156 | -5.7748 | 26 | -0.008235
\end{verbatim}
